# How Fast Do Flat-Band Wannier Functions Decay on the Sawtooth Chain?: a numerical check

```python
"""
Result under test: on the flat-band sawtooth chain, symmetrically
orthogonalized Wannier functions decay as r**x / sqrt(x), r = 2 - sqrt(3),
where x is the distance in cells.

Symbols
  t        base hopping A_n - A_(n+1); tooth hopping is sqrt(2) t
  a        cell length; A_n sits at n a, B_n at (n + 1/2) a
  V_n      compact state: 1/2, -1/sqrt(2), 1/2 on B_(n-1), A_n, B_n
  S        overlap matrix of the V_n; S(k) = 1 + cos(k)/2
  c_m      coefficient of V_m in the Wannier function centred on cell 0
  P        projector on the flat (lower) band
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants, angstrom
from scipy.special import binom

t = 0.1            # eV
a = 5.0            # angstrom
r = 2 - np.sqrt(3)
kappa = -np.log(r)
bohr = physical_constants["Bohr radius"][0] / angstrom

# ---- open chain B_0 A_1 B_1 ... A_M B_M, diagonalized in real space ----
M = 41
centre = (M + 1) // 2
n_sites = 2 * M + 1
position = (np.arange(n_sites) + 1) / 2          # in cells
H = np.zeros((n_sites, n_sites))
for j in range(n_sites - 1):
    H[j, j + 1] = H[j + 1, j] = np.sqrt(2) * t
for j in range(1, n_sites - 2, 2):
    H[j, j + 2] = H[j + 2, j] = t
energy, states = np.linalg.eigh(H)
flat = states[:, energy < -t]
assert flat.shape[1] == M
assert np.allclose(energy[:M], -2 * t, atol=1e-12)
assert energy[M] > -1e-12

V = np.zeros((n_sites, M))
for m in range(1, M + 1):
    V[2 * m - 1, m - 1] = -1 / np.sqrt(2)
    V[2 * m - 2, m - 1] = V[2 * m, m - 1] = 0.5
assert np.allclose(H @ V, -2 * t * V, atol=1e-13)
S = V.T @ V
overlap = S[centre - 1, centre]
assert abs(overlap - 0.25) < 1e-14
assert np.allclose(np.triu(S, 2), 0)

# ---- symmetric orthogonalization against the series for c_m ----
s_val, s_vec = np.linalg.eigh(S)
inv_root = (s_vec / np.sqrt(s_val)) @ s_vec.T
W = V @ inv_root
assert np.allclose(W.T @ W, np.eye(M), atol=1e-12)
c = inv_root[centre - 1:centre + 12, centre - 1]


def series_coefficient(m):
    j = np.arange(40)
    a_j = binom(2 * j, j) / 4.0**j
    a_jm = binom(2 * (j + m), j + m) / 4.0**(j + m)
    return np.sqrt(4 * r) * (-r)**m * np.sum(a_j * a_jm * r**(2 * j))


for m in range(13):
    assert abs(c[m] - series_coefficient(m)) < 1e-13


def asymptotic_coefficient(m):
    return (-r)**m * np.sqrt(2 / np.sqrt(3)) / np.sqrt(np.pi * m)


# ---- far tail: high-precision Fourier sums of S(k)**(-1/2) ----
mp.mp.dps = 120
n_k = 600
k_mp = [2 * mp.pi * j / n_k for j in range(n_k)]
root_mp = [1 / mp.sqrt(1 + mp.cos(k) / 2) for k in k_mp]
far = {m: mp.fsum(f * mp.cos(m * k) for f, k in zip(root_mp, k_mp)) / n_k
       for m in (80, 160, 161)}
r_mp = 2 - mp.sqrt(3)
scaled = {m: far[m] / (-r_mp)**m for m in far}
power = float(mp.log(scaled[160] / scaled[80]) / mp.log(2))
assert abs(power + 0.5) < 2e-3
far_ratio = float(abs(far[161] / far[160]))
assert abs(far_ratio * np.sqrt(161 / 160) - r) < 1e-4


def envelope(x):
    return r_mp**x * mp.sqrt(2 / mp.sqrt(3)) / mp.sqrt(2 * mp.pi * x)


x_B = mp.mpf(321) / 2
w_A_far = -far[160] / mp.sqrt(2)
w_B_far = (far[160] + far[161]) / 2
corr_A = float(160 * (-w_A_far / envelope(mp.mpf(160)) - 1))
corr_B = float(x_B * (w_B_far / envelope(x_B) - 1))
assert abs(corr_A + 1 / (4 * np.sqrt(3))) < 2e-3
assert abs(corr_B - 1 / (2 * np.sqrt(3))) < 5e-3

# ---- projector and Gram-Schmidt functions: no power law ----
P = flat @ flat.T
site_A = 2 * centre - 1
for m in range(11):
    assert abs(P[site_A, site_A + 2 * m] - (-r)**m / np.sqrt(3)) < 1e-12
G = np.linalg.inv(np.linalg.cholesky(S)).T
for m in range(11):
    assert abs(G[centre - 1 - m, centre - 1] - np.sqrt(4 * r) * (-r)**m) < 1e-12
assert np.allclose(G[centre:, centre - 1], 0, atol=1e-14)
gram_schmidt = V @ G[:, centre - 1]


# ---- least position variance and projected position operator ----
def variance(w):
    mean = np.sum(w**2 * position)
    return np.sum(w**2 * (position - mean)**2)


wannier = W[:, centre - 1]
var_sym = variance(wannier)
var_gs = variance(gram_schmidt)
var_compact = variance(V[:, centre - 1])
assert abs(var_sym - 1 / (4 * np.sqrt(3))) < 1e-12
assert abs(var_compact - 1 / 8) < 1e-12
assert var_gs > var_sym
x_val, x_vec = np.linalg.eigh(flat.T @ (position[:, None] * flat))
pick = np.argmin(abs(x_val - centre))
x_state = flat @ x_vec[:, pick]
x_state *= np.sign(x_state @ wannier)
assert abs(x_val[pick] - centre) < 1e-10
assert np.max(abs(x_state - wannier)) < 1e-10

# ---- Bloch bands: separation, and a tooth hopping 1 % too large ----
k_grid = 2 * np.pi * np.arange(256) / 256


def bloch(tooth):
    h = np.zeros((len(k_grid), 2, 2), complex)
    h[:, 0, 0] = 2 * t * np.cos(k_grid)
    h[:, 0, 1] = tooth * (1 + np.exp(-1j * k_grid))
    h[:, 1, 0] = h[:, 0, 1].conj()
    bands, vectors = np.linalg.eigh(h)
    weight_A = abs(vectors[:, 0, 0])**2
    P_AA = np.array([np.mean(weight_A * np.cos(m * k_grid)) for m in range(25)])
    return bands, P_AA


bands, P_tuned = bloch(np.sqrt(2) * t)
S_k = 1 + 2 * overlap * np.cos(k_grid)
assert np.allclose(bands[:, 1] - bands[:, 0], 4 * t * S_k, atol=1e-12)
gap = bands[:, 1].min() - bands[:, 0].max()

detuning = 0.01
g = 2 * (1 + detuning)**2
cos_roots = np.roots([1, 2 * g, 2 * g])
far_factor = max(min(abs(np.roots([1, -2 * q, 1]))) for q in cos_roots)
bands_d, P_detuned = bloch(np.sqrt(2) * t * (1 + detuning))
width = np.ptp(bands_d[:, 0])
measured = abs(P_detuned[21] / P_detuned[20]) * np.sqrt(21 / 20)
assert abs(measured - far_factor) < 3e-3
assert far_factor > r + 0.02

# ---- numbers for the worked example ----
w_A = wannier[site_A::2]
w_B = wannier[site_A + 1::2]
central_weight = w_A[0]**2 + 2 * w_B[0]**2
m_small = int(np.argmax(abs(w_A) < 1e-3))
r_1 = 0.25
r_2 = (1 + r_1**2) / 4
r_3 = (1 + r_2**2) / 4

print(f"base hopping t = {t:.3f} eV")
print(f"tooth hopping = {np.sqrt(2) * t:.4f} eV")
print(f"cell length a = {a:.2f} angstrom")
print(f"flat-band energy = {energy[0]:.4f} eV")
print(f"gap to upper band = {gap:.4f} eV")
print(f"neighbour overlap = {overlap:.4f}")
print(f"iterates for r = {r_1:.4f}, {r_2:.4f}, {r_3:.4f}")
print(f"decay factor r per cell = {r:.6f}")
print(f"density factor r^2 per cell = {r**2:.6f}")
print(f"decay constant = {kappa:.5f} per cell")
print(f"amplitude decay length = {a / kappa:.3f} angstrom")
print(f"amplitude decay length = {a / kappa / bohr:.3f} bohr")
print(f"c_0 = {c[0]:.6f}")
for m in range(1, 7):
    print(f"m={m}: c_m = {c[m]:.4e}, leading asymptotic = "
          f"{asymptotic_coefficient(m):.4e}, |c_m/c_(m-1)| = "
          f"{abs(c[m] / c[m - 1]):.4f}")
for m in range(5):
    print(f"m={m}: Wannier amplitude A = {w_A[m]:.4e}, B = {w_B[m]:.4e}")
print(f"weight on three central sites = {central_weight:.5f}")
print(f"first cell with |A amplitude| < 0.001: m = {m_small}")
print(f"its distance = {m_small * a:.1f} angstrom")
print(f"power of m measured from m=80 to 160 = {power:.4f}")
print(f"|c_161/c_160| = {far_ratio:.6f}")
print(f"1/x correction on A = {corr_A:.4f}, on B = {corr_B:.4f}")
print(f"variance, symmetric = {var_sym * a**2:.4f} angstrom^2")
print(f"variance, Gram-Schmidt = {var_gs * a**2:.4f} angstrom^2")
print(f"variance, compact state = {var_compact * a**2:.4f} angstrom^2")
print(f"tooth hopping excess = {100 * detuning:.1f} %")
print(f"lower-band width with excess = {1000 * width:.3f} meV")
print(f"far decay factor with excess = {far_factor:.4f} per cell")
print(f"same, measured from projector = {measured:.4f} per cell")
for m in (1, 2, 5, 10):
    print(f"P_AA at m={m}: tuned {P_tuned[m]:.4e}, "
          f"with excess {P_detuned[m]:.4e}")
print("success")
```

Running it gives:

```
base hopping t = 0.100 eV
tooth hopping = 0.1414 eV
cell length a = 5.00 angstrom
flat-band energy = -0.2000 eV
gap to upper band = 0.2000 eV
neighbour overlap = 0.2500
iterates for r = 0.2500, 0.2656, 0.2676
decay factor r per cell = 0.267949
density factor r^2 per cell = 0.071797
decay constant = 1.31696 per cell
amplitude decay length = 3.797 angstrom
amplitude decay length = 7.175 bohr
c_0 = 1.054649
m=1: c_m = -1.4261e-01, leading asymptotic = -1.6245e-01, |c_m/c_(m-1)| = 0.1352
m=2: c_m = 2.8749e-02, leading asymptotic = 3.0779e-02, |c_m/c_(m-1)| = 0.2016
m=3: c_m = -6.4294e-03, leading asymptotic = -6.7337e-03, |c_m/c_(m-1)| = 0.2236
m=4: c_m = 1.5088e-03, leading asymptotic = 1.5626e-03, |c_m/c_(m-1)| = 0.2347
m=5: c_m = -3.6409e-04, leading asymptotic = -3.7449e-04, |c_m/c_(m-1)| = 0.2413
m=6: c_m = 8.9469e-05, leading asymptotic = 9.1601e-05, |c_m/c_(m-1)| = 0.2457
m=0: Wannier amplitude A = -7.4575e-01, B = 4.5602e-01
m=1: Wannier amplitude A = 1.0084e-01, B = -5.6931e-02
m=2: Wannier amplitude A = -2.0329e-02, B = 1.1160e-02
m=3: Wannier amplitude A = 4.5463e-03, B = -2.4603e-03
m=4: Wannier amplitude A = -1.0669e-03, B = 5.7237e-04
weight on three central sites = 0.97205
first cell with |A amplitude| < 0.001: m = 5
its distance = 25.0 angstrom
power of m measured from m=80 to 160 = -0.4987
|c_161/c_160| = 0.267117
1/x correction on A = -0.1441, on B = 0.2883
variance, symmetric = 3.6084 angstrom^2
variance, Gram-Schmidt = 4.5753 angstrom^2
variance, compact state = 3.1250 angstrom^2
tooth hopping excess = 1.0 %
lower-band width with excess = 2.668 meV
far decay factor with excess = 0.3130 per cell
same, measured from projector = 0.3120 per cell
P_AA at m=1: tuned -1.5470e-01, with excess -1.5395e-01
P_AA at m=2: tuned 4.1452e-02, with excess 4.1598e-02
P_AA at m=5: tuned -7.9745e-04, with excess -8.8468e-04
P_AA at m=10: tuned 1.1014e-06, with excess 1.7679e-06
success
```
